**Additivity of truncated coupled-cluster energies for two separate Hubbard chains**

The program tests that $T=T_A+T_B$ solves the coupled-cluster equations of two noninteracting fragments $A$ and $B$ at truncation rank $n$, so that the energy is $E_A+E_B$ and the wave function factorizes. The fragments are Hubbard chains with four and two sites, hopping $t$ and repulsion $U=2t$; all energies are in units of $t$. The whole system is solved by Newton's method in its own 400-determinant space, starting from random nonzero mixed amplitudes. For $n=1$ to $4$ the program asserts that energy, amplitudes and wave function agree with those built from separate fragment calculations, and that truncated CI is not additive. It also asserts that the mixed residuals vanish for arbitrary separable amplitudes and that the fragment energies at $n=4$ equal those of exact diagonalization. The output shows coupled-cluster energies additive to about $10^{-15}\,t$, while CISD is too high by $0.053\,t$. Further assertions concern the CCSD energy with other orbitals: it is unchanged by occupied–occupied and virtual–virtual rotations, and also when one occupied orbital of $A$ is mixed with the virtual orbital of $B$. When occupied and virtual orbitals are mixed across the fragments in both directions, additivity is lost, with a deviation of $-0.026\,t$ at 0.4 rad.

## Check in Python

```python
"""Additivity of truncated coupled-cluster (CC) theory for two separate fragments.

Result under test: if H = H_A + H_B and the reference is a product, then
T = T_A + T_B solves the CC equations of the whole at every truncation rank n,
exp(T)|ref> factorizes, and E_AB = E_A + E_B.

Model: Hubbard chains, H = sum h_ij a+_i a_j + U sum n_i,up n_i,down.
A has 4 sites and 4 electrons, B has 2 sites and 2 electrons.
All energies are in units of the hopping t.
A determinant is a pair (up string, down string); string 0 is the reference.
X[u] excites the reference string into string u; amplitudes form a matrix t[u, v].
The whole system is solved in its own determinant space, without using T_A or T_B.
"""
from itertools import combinations
import numpy as np

HOPPING = 1.0
U = 2.0
SITE_A = [0.5, 0.0, 0.0, -0.5]
SITE_B = [0.5, -0.5]


def chain(site_energies):
    m = len(site_energies)
    return (np.diag(site_energies)
            - HOPPING * (np.eye(m, k=1) + np.eye(m, k=-1)))


def string_space(m, nocc):
    """Replacement operators E[p,q] = a+_p a_q and excitations X for one spin."""
    strings = list(combinations(range(m), nocc))
    index = {s: k for k, s in enumerate(strings)}
    size = len(strings)
    E = np.zeros((m, m, size, size))
    for col, s in enumerate(strings):
        for q in s:
            rest = [x for x in s if x != q]
            for p in range(m):
                if p in rest:
                    continue
                moves = s.index(q) + sum(x < p for x in rest)
                row = index[tuple(sorted(rest + [p]))]
                E[p, q, row, col] = (-1) ** moves
    X, rank = [], []
    for s in strings:
        holes = [i for i in range(nocc) if i not in s]
        particles = [a for a in s if a >= nocc]
        op = np.eye(size)
        for i, a in zip(holes, particles):
            op = op @ E[a, i]
        X.append(op)
        rank.append(len(holes))
    X = np.array(X)
    # choose basis signs so that X[u] acting on the reference gives +|u>
    sign = np.array([X[u, u, 0] for u in range(size)])
    phase = np.outer(sign, sign)
    return strings, index, E * phase, X * phase, np.array(rank)


def build(h, C, nocc):
    """Hamiltonian in the determinant space of orbitals C (occupied first)."""
    strings, index, E, X, rank = string_space(len(h), nocc)
    one = np.einsum('pq,pqab->ab', C.T @ h @ C, E)
    unit = np.eye(len(strings))
    H = np.kron(one, unit) + np.kron(unit, one)
    for c in C:
        density = np.einsum('p,q,pqab->ab', c, c, E)
        H += U * np.kron(density, density)
    return dict(H=H, X=X, nel=2 * nocc, size=len(strings), index=index,
                strings=strings, rank=rank[:, None] + rank[None, :])


def cluster_matrix(s, t):
    n = s['size']
    half = np.tensordot(t, s['X'], axes=(1, 0))
    full = np.tensordot(s['X'], half, axes=(0, 0))
    return full.transpose(0, 2, 1, 3).reshape(n * n, n * n)


def exp_nilpotent(T, nel):
    """Exact exponential: T to a power above the electron number is zero."""
    term = np.eye(len(T))
    total = term.copy()
    for k in range(1, nel + 1):
        term = term @ T / k
        total += term
    return total


def transformed_h(s, t):
    T = cluster_matrix(s, t)
    return exp_nilpotent(-T, s['nel']) @ s['H'] @ exp_nilpotent(T, s['nel'])


def solve_cc(s, n, start=None):
    """Newton solution of the projected equations for ranks 1..n."""
    keep = (s['rank'] > 0) & (s['rank'] <= n)
    flat = keep.ravel()
    size = s['size']
    t = np.zeros((size, size)) if start is None else start * keep
    for _ in range(60):
        hbar = transformed_h(s, t)
        w = hbar[:, 0]
        if np.max(np.abs(w[flat])) < 1e-11:
            return w[0], t
        left = np.tensordot(s['X'], w.reshape(size, size), axes=(2, 0))
        tau_w = np.tensordot(left, s['X'], axes=(2, 2))
        tau_w = tau_w.transpose(1, 3, 0, 2).reshape(size**2, size**2)
        jacobian = (hbar - tau_w)[np.ix_(flat, flat)]
        t = t.copy()
        t[keep] -= np.linalg.solve(jacobian, w[flat])
    raise AssertionError('CC equations did not converge')


def wave(s, t):
    T = cluster_matrix(s, t)
    return exp_nilpotent(T, s['nel'])[:, 0].reshape(s['size'], s['size'])


def ci_energy(s, n):
    keep = (s['rank'] <= n).ravel()
    return np.linalg.eigvalsh(s['H'][np.ix_(keep, keep)])[0]


# fragments and the whole system
hA, hB = chain(SITE_A), chain(SITE_B)
epsA, CA = np.linalg.eigh(hA)
epsB, CB = np.linalg.eigh(hB)
hAB = np.zeros((6, 6))
hAB[:4, :4], hAB[4:, 4:] = hA, hB
toA, toB = [0, 1, 3, 4], [2, 5]      # places of fragment orbitals in the whole
CAB = np.zeros((6, 6))
CAB[:4, toA] = CA
CAB[4:, toB] = CB
A, B, AB = build(hA, CA, 2), build(hB, CB, 1), build(hAB, CAB, 3)

# string of the whole made from one string of A and one of B
P = np.array([[AB['index'][tuple(sorted([toA[x] for x in a]
                                       + [toB[x] for x in b]))]
               for b in B['strings']] for a in A['strings']])
gridA, gridB = np.ix_(P[:, 0], P[:, 0]), np.ix_(P[0], P[0])
mixed = np.ones((AB['size'], AB['size']), bool)
mixed[gridA] = False
mixed[gridB] = False


def embed(xA, xB):
    x = np.zeros((AB['size'], AB['size']))
    x[gridA] += xA
    x[gridB] += xB
    return x


print('Hopping t = %.1f, U = %.1f (units of t)' % (HOPPING, U))
print('Site energies A:', SITE_A, ' B:', SITE_B, '(t)')
print('Orbital energies A (t):', ' '.join('%.6f' % e for e in epsA))
print('Orbital energies B (t):', ' '.join('%.6f' % e for e in epsB))
print('Determinants: A %d, B %d, whole %d'
      % (len(A['H']), len(B['H']), len(AB['H'])))
refs = [s['H'][0, 0] for s in (A, B, AB)]
print('Reference energies A, B, whole (t): %.6f %.6f %.6f' % tuple(refs))
assert abs(refs[0] + refs[1] - refs[2]) < 1e-11
exact = [np.linalg.eigvalsh(s['H'])[0] for s in (A, B, AB)]
print('Exact energies A, B, whole (t): %.6f %.6f %.6f' % tuple(exact))
assert abs(exact[0] + exact[1] - exact[2]) < 1e-10

# residuals at arbitrary separable amplitudes that solve nothing
rng = np.random.default_rng(7)
rA = 0.2 * rng.standard_normal((A['size'],) * 2) * (A['rank'] > 0)
rB = 0.2 * rng.standard_normal((B['size'],) * 2) * (B['rank'] > 0)
colA = transformed_h(A, rA)[:, 0].reshape(rA.shape)
colB = transformed_h(B, rB)[:, 0].reshape(rB.shape)
colAB = transformed_h(AB, embed(rA, rB))[:, 0].reshape(mixed.shape)
assert np.max(np.abs(colAB - embed(colA, colB))) < 1e-10
local_res = np.max(np.abs(colAB[~mixed & (AB['rank'] > 0)]))
mixed_res = np.max(np.abs(colAB[mixed]))
assert local_res > 1e-2 and mixed_res < 1e-10
print('Arbitrary T_A+T_B: largest local residual %.4f t' % local_res)
print('Arbitrary T_A+T_B: largest mixed residual %.0e t' % mixed_res)

# every truncation level, whole system started with nonzero mixed amplitudes
start = 0.01 * rng.standard_normal(mixed.shape)
print('Largest mixed amplitude in the starting guess: %.4f'
      % np.max(np.abs(start[mixed & (AB['rank'] <= 4)])))
ccsd = None
for n in range(1, 5):
    eA, tA = solve_cc(A, n)
    eB, tB = solve_cc(B, n)
    eAB, tAB = solve_cc(AB, n, start)
    cA, cB, cAB = wave(A, tA), wave(B, tB), wave(AB, tAB)
    product = np.zeros_like(cAB)
    product[P[:, :, None, None], P[None, None, :, :]] = np.einsum(
        'ac,bd->abcd', cA, cB)
    wave_error = np.max(np.abs(cAB - product))
    amp_error = np.max(np.abs(tAB - embed(tA, tB)))
    assert abs(eAB - eA - eB) < 1e-9
    assert amp_error < 1e-8 and wave_error < 1e-8
    kept = (AB['rank'] > 0) & (AB['rank'] <= n)
    print('CC n=%d: E_A %.8f, E_B %.8f, sum %.8f t' % (n, eA, eB, eA + eB))
    print('  whole %.8f t, whole - sum %.0e t' % (eAB, eAB - eA - eB))
    print('  amplitudes %d, of them mixed %d, largest mixed value %.0e'
          % (kept.sum(), (kept & mixed).sum(), np.max(np.abs(tAB[mixed]))))
    print('  largest error of factorized wave function %.0e' % wave_error)
    ciA, ciB, ciAB = (ci_energy(s, n) for s in (A, B, AB))
    assert ciAB - ciA - ciB > 1e-6
    print('  CI n=%d: sum %.8f, whole %.8f, whole - sum %.8f t'
          % (n, ciA + ciB, ciAB, ciAB - ciA - ciB))
    if n == 2:
        ccsd = (eA + eB, cA, cB, cAB, tAB)
        assert abs(eA - exact[0]) > 1e-6   # truncation is a real one in A
        print('  CCSD minus exact energy of A: %.8f t' % (eA - exact[0]))
assert abs(eA - exact[0]) < 1e-9 and abs(eB - exact[1]) < 1e-9

# a quadruple excitation of the whole at the CCSD level
sum_ccsd, cA, cB, cAB, t_ccsd = ccsd
a, b = A['index'][(0, 2)], B['index'][(1,)]
whole = P[a, b]
assert AB['rank'][whole, whole] == 4
assert abs(cA[a, a] * cB[b, b]) > 1e-4
print('CCSD pair-excitation coefficients, highest occupied to lowest virtual:')
print('  c_A %.8f, c_B %.8f, product %.8f'
      % (cA[a, a], cB[b, b], cA[a, a] * cB[b, b]))
print('  quadruple coefficient of the whole %.8f' % cAB[whole, whole])


def rotated(pairs, angle):
    G = np.eye(6)
    for p, q in pairs:
        R = np.eye(6)
        R[p, p] = R[q, q] = np.cos(angle)
        R[p, q], R[q, p] = -np.sin(angle), np.sin(angle)
        G = G @ R
    return build(hAB, CAB @ G, 3)


# delocalized orbitals, same reference determinant
angle_same = 0.6
e_same, t_same = solve_cc(rotated([(1, 2), (3, 5)], angle_same), 2)
assert abs(e_same - sum_ccsd) < 1e-9
print('Occ-occ and virt-virt rotation by %.1f rad: CCSD %.8f t'
      % (angle_same, e_same))

# One-way mixing, occupied A with virtual B: not a product, but exp(x N_A)
# commutes with H and connects it to the product, so the energy must not change.
t_path = t_ccsd
for angle in (0.15, 0.30):
    system = rotated([(1, 5)], angle)
    e_one, t_path = solve_cc(system, 2, t_path)
    assert abs(system['H'][0, 0] - refs[2]) > 1e-3   # reference has changed
    assert abs(e_one - sum_ccsd) < 1e-9
    print('One-way mixing %.2f rad: reference %.6f, CCSD %.8f t'
          % (angle, system['H'][0, 0], e_one))

# Two-way mixing, also occupied B with virtual A: the scaling cannot undo it.
# The solution is followed from the product reference in small steps.
t_path = t_ccsd
for angle in (0.1, 0.2, 0.3, 0.4):
    system = rotated([(1, 5), (2, 3)], angle)
    e_two, t_path = solve_cc(system, 2, t_path)
    print('Two-way mixing %.1f rad: CCSD %.8f, minus (E_A+E_B) %.8f t'
          % (angle, e_two, e_two - sum_ccsd))
assert abs(e_two - sum_ccsd) > 1e-6

print('no test failed')
```

It prints:

```
Hopping t = 1.0, U = 2.0 (units of t)
Site energies A: [0.5, 0.0, 0.0, -0.5]  B: [0.5, -0.5] (t)
Orbital energies A (t): -1.674589 -0.667647 0.667647 1.674589
Orbital energies B (t): -1.118034 1.118034
Determinants: A 36, B 4, whole 400
Reference energies A, B, whole (t): -2.484471 -1.036068 -3.520539
Exact energies A, B, whole (t): -2.941805 -1.323404 -4.265209
Arbitrary T_A+T_B: largest local residual 3.2116 t
Arbitrary T_A+T_B: largest mixed residual 3e-16 t
Largest mixed amplitude in the starting guess: 0.0261
CC n=1: E_A -2.59143184, E_B -1.13427300, sum -3.72570484 t
  whole -3.72570484 t, whole - sum -1e-15 t
  amplitudes 18, of them mixed 8, largest mixed value 7e-20
  largest error of factorized wave function 1e-16
  CI n=1: sum -3.76455551, whole -3.75339367, whole - sum 0.01116185 t
CC n=2: E_A -2.94152799, E_B -1.32340428, sum -4.26493226 t
  whole -4.26493226 t, whole - sum 4e-15 t
  amplitudes 117, of them mixed 88, largest mixed value 2e-17
  largest error of factorized wave function 3e-15
  CI n=2: sum -4.24389971, whole -4.19060107, whole - sum 0.05329864 t
  CCSD minus exact energy of A: 0.00027686 t
CC n=3: E_A -2.94232775, E_B -1.32340428, sum -4.26573203 t
  whole -4.26573203 t, whole - sum 4e-15 t
  amplitudes 281, of them mixed 244, largest mixed value 1e-17
  largest error of factorized wave function 3e-15
  CI n=3: sum -4.25548919, whole -4.23366014, whole - sum 0.02182904 t
CC n=4: E_A -2.94180485, E_B -1.32340428, sum -4.26520913 t
  whole -4.26520913 t, whole - sum 4e-15 t
  amplitudes 380, of them mixed 342, largest mixed value 2e-17
  largest error of factorized wave function 3e-15
  CI n=4: sum -4.26520913, whole -4.26345699, whole - sum 0.00175213 t
CCSD pair-excitation coefficients, highest occupied to lowest virtual:
  c_A -0.15299998, c_B -0.19558265, product 0.02992414
  quadruple coefficient of the whole 0.02992414
Occ-occ and virt-virt rotation by 0.6 rad: CCSD -4.26493226 t
One-way mixing 0.15 rad: reference -3.454665, CCSD -4.26493226 t
One-way mixing 0.30 rad: reference -3.252242, CCSD -4.26493226 t
Two-way mixing 0.1 rad: CCSD -4.26488178, minus (E_A+E_B) 0.00005048 t
Two-way mixing 0.2 rad: CCSD -4.26584957, minus (E_A+E_B) -0.00091731 t
Two-way mixing 0.3 rad: CCSD -4.27175224, minus (E_A+E_B) -0.00681997 t
Two-way mixing 0.4 rad: CCSD -4.29131587, minus (E_A+E_B) -0.02638361 t
no test failed
```
